GGA matrix elements and net forces on an atom-centred Becke grid

**The problem**

A closed-shell molecule is treated with a generalized gradient approximation (GGA) in a basis of real functions φ_μ, each fixed to a nucleus. Atomic units are used. The density and the squared length of its gradient are

ρ(r) = Σ_μν P_μν φ_μ(r) φ_ν(r),  σ = |∇ρ|²,

with P symmetric. The exchange-correlation energy ∫ f(ρ,σ) dr is evaluated as a finite sum,

E_q = Σ_g w_g f(r_g).  (1)

Every grid point belongs to a parent atom B and sits at r_g = R_B + s_g, with a fixed offset s_g. Its weight is w_g = a_g β_B(r_g). The number a_g is the fixed weight of the one-centre quadrature, and β_B is the Becke cell function of atom B, a smooth function that is near 1 around its own nucleus and near 0 around the others. The cell functions satisfy Σ_B β_B(r) = 1 and depend on the nuclear positions. All other energy terms are computed from analytic integrals.

(a) Find the exchange-correlation matrix V_μν using no derivative of a basis function beyond the first.

(b) Forces can be simplified by omitting the derivatives of the Becke weights. This can be done in two ways. In the first, points and weights are both held fixed in space while a nucleus and its basis functions move. In the second, the points travel with their parent atoms and the weights alone are held fixed. Which of them leaves a net force on an isolated molecule, how large is it, and are the individual forces right when the net force is zero?

The numerical case is carbon monoxide with PBE and the 6-31G* basis (five spherical d functions per atom, 28 functions in all), C at z = 0 and O at z = 2.2 bohr, a chosen bond length. The coarse grid has 20 radial, 6 polar and 8 azimuthal points per atom. The radii are r = (1 + x)/(1 − x) bohr with x = cos(kπ/21), k = 1, …, 20. The polar points are Gauss–Legendre nodes in cos θ, and the azimuths are equally spaced. Shells beyond 12 bohr are dropped, which leaves 17.

**A first estimate by scaling**

*Everything frozen.* Without grid response, moving all nuclei together slides the molecule through a fixed set of points. The exact integral would not notice. The sum (1) has an error ΔE that changes as the molecule slides, so the spurious net force is of order

|F_net| ~ ΔE/ℓ,

where ℓ is a length taken from the density. This is a dimensional guess, not a bound. The self-consistent energy is −113.179317 hartree on the coarse grid and −113.180248 hartree on the finest one used here (80 radial and 24 polar points). Their difference gives ΔE ≈ 9.3×10⁻⁴ hartree. Because the energy is stationary in P, this is to first order the quadrature error at fixed density. The lengths in the problem run from the oxygen core radius, about 1/8 bohr, to about 1 bohr for the valence density. The estimate is therefore

|F_net| ~ 0.001 to 0.007 hartree/bohr.

*Points moving, weights frozen.* Now let atom A move by δ towards its neighbour. Its points carry their old weights along, so the region that A integrates is displaced by δ. The neighbour's region stays where it was. A slab of thickness δ between the atoms is then counted twice, and the energy changes by about f_mid 𝒜 δ, where f_mid is the energy density there and 𝒜 is the cross-section of the molecule. On the far side of A the density is small and little is lost.

For a number, spread the 10 valence electrons over a sphere of radius a and use local exchange, f ≈ −0.739 ρ^(4/3). With ρ = 3·10/(4πa³) and 𝒜 = πa²,

|f_mid| 𝒜 ≈ 0.739 π (30/4π)^(4/3) / a² ≈ 7.4/a².

For a between 2 and 3 bohr this is 1.9 to 0.8 hartree/bohr. Since f is negative, the false force pulls A towards its neighbour. By the same argument it pulls the neighbour towards A. The scaling thus suggests a small net force in the first prescription, and in the second a large error that comes as an opposed pair.

**Solution: the matrix elements**

Change P by a symmetric δP at fixed nuclei. Then

δρ = Σ_μν δP_μν φ_μφ_ν,
δσ = δ(∇ρ·∇ρ) = 2∇ρ·∇δρ.

With f_ρ = ∂f/∂ρ and f_σ = ∂f/∂σ, the change of (1) is

δE_q = Σ_g w_g [f_ρ δρ + 2f_σ ∇ρ·∇δρ] = Σ_μν V_μν δP_μν,

from which

V_μν = Σ_g w_g [f_ρ φ_μφ_ν + 2f_σ ∇ρ·(φ_μ∇φ_ν + φ_ν∇φ_μ)].  (2)

The gradient of the density itself is ∇ρ = 2Σ_μν P_μν φ_μ∇φ_ν, the factor 2 coming from the symmetry of P. No second derivative has appeared, and no integration by parts was needed. Equation (2) is the derivative of the sum that is really computed, whatever the quality of the grid.

For computation, the first term is divided equally between the two indices. Define

B_gν = w_g [½ f_ρ φ_ν + 2f_σ ∇ρ·∇φ_ν] at r_g.

Then

V_μν = Σ_g [φ_μ(r_g) B_gν + B_gμ φ_ν(r_g)],

because the two halves of f_ρ add up and the two gradient terms reproduce the product rule in (2). One matrix product and its transpose suffice.

The alternative is to build a local potential first. For exact integrals, integration by parts gives

∫ 2f_σ ∇ρ·∇(φ_μφ_ν) dr = −∫ 2φ_μφ_ν ∇·(f_σ∇ρ) dr,

since the surface term vanishes with the decaying basis functions. The potential is therefore

v = f_ρ − 2∇·(f_σ∇ρ),
∇·(f_σ∇ρ) = f_σ∇²ρ + f_ρσ σ + f_σσ ∇σ·∇ρ.

Both ∇²ρ and ∇σ contain second derivatives of the basis functions, and second derivatives of f enter as well. Moreover, integration by parts is an identity for integrals, not for finite sums. On a grid, Σ_g w_g v φ_μφ_ν is in general not the derivative of E_q.

The difference is visible in the numbers. Along one chosen variation of the occupied orbitals, finite differences of E_q on the coarse grid give a slope of −2.1436641 hartree. Equation (2) gives the same value to all printed digits, while the local potential gives −2.1430455. The largest difference between elements of the two matrices is 4.1×10⁻³ hartree on the coarse grid and 3.4×10⁻⁶ hartree on the finest, for the same density. The two forms thus approach each other as the integration by parts becomes accurate.

If f does not depend on σ, then f_σ = 0 and (2) reduces to the local-density matrix Σ_g w_g f_ρ φ_μφ_ν, with no derivatives at all. The two forms then coincide on every grid.

**Solution: the gradient of the self-consistent energy**

Let h be the one-electron matrix, J the Coulomb matrix, S the overlap matrix and E_nn the nuclear repulsion. The energy is

E = Tr Ph + ½ Tr PJ[P] + E_q + E_nn.

J is linear in P and its kernel is symmetric, so at fixed nuclei dE = Tr F dP with F = h + J + V. Write P = 2CCᵀ, with the occupied orbitals in the columns of C. Minimizing E under CᵀSC = 1 gives FC = SCε, and ε can be taken diagonal.

When nucleus A moves, the orbitals follow. Their contribution is

Tr F dP = 4 Tr dCᵀFC = 4 Tr ε dCᵀSC.

Differentiating CᵀSC = 1 gives

dCᵀSC + CᵀS dC + Cᵀ dS C = 0.

After multiplication by ε and taking the trace, the first two terms are equal, as one is the transpose of the other. Hence 2 Tr ε dCᵀSC = −Tr εCᵀ dS C, and

Tr F dP = −2 Tr εCᵀ dS C = −Tr W dS,  W = 2CεCᵀ = ½PFP.

The last equality follows from PFP = 4C(CᵀFC)Cᵀ = 4CεCᵀ. The orbital response has been replaced by an overlap derivative. This step needs V to be the derivative of E_q. If another matrix V′ were used to reach self-consistency, a term Tr (V − V′) dP would remain, and it would require the orbital response after all.

What is left of the exchange-correlation part is the derivative of E_q at fixed P. The position R_A enters (1) in three ways, so that

dE_q/dR_A = G_A + M_A + Ω_A,  (3)

G_A = Σ_g w_g ∂_A f(r_g)  (basis functions move, points fixed),
M_A = Σ_{g∈A} w_g ∇f(r_g)  (points of A move),
Ω_A = Σ_g f(r_g) dw_g/dR_A  (weights change, points carried along).

For the basis part, a function centred on A depends on r − R_A, so ∂_Aφ_μ = −∇φ_μ if μ belongs to A and zero otherwise. With i and j Cartesian directions,

∂_{A,i} ρ = −2 Σ_{μ∈A} Σ_ν P_μν (∂_iφ_μ) φ_ν,
∂_{A,i} ∂_jρ = −2 Σ_{μ∈A} Σ_ν P_μν [(∂_i∂_jφ_μ) φ_ν + (∂_iφ_μ)(∂_jφ_ν)],
∂_{A,i} f = f_ρ ∂_{A,i}ρ + 2f_σ Σ_j (∂_jρ) ∂_{A,i}∂_jρ.

Second derivatives of basis functions do appear here. First derivatives suffice for the matrix V, not for GGA forces in this form.

For a diatomic molecule without atomic-size adjustment, the cell function of A is s(μ), where now μ = (r_A − r_B)/R, r_A and r_B are the distances from the point to the nuclei, and R is the bond length:

s(μ) = ½[1 − p(p(p(μ)))],  p(x) = (3x − x³)/2.

Since p is odd, s(μ) + s(−μ) = 1, as required. Take a point belonging to A. When it travels with A, r_A = |s_g| is constant, while r_B = |s_g + R_A − R_B| changes. The quotient rule gives

dμ/dR_A = −(r_g − R_B)/(r_B R) − μ(R_A − R_B)/R².

The first term is the change of r_B and the second that of R. The chain rule, with p′(x) = 3(1 − x²)/2, gives

dw_g/dR_A = −½ a_g p′(p(p(μ))) p′(p(μ)) p′(μ) dμ/dR_A.

As R_A and R_B enter only through their difference, dw_g/dR_B = −dw_g/dR_A. Points of B follow by exchanging the labels.

**Solution: the net force**

Sum (3) over all atoms. At fixed P, the density at a point is unchanged if the point and all nuclei are shifted together. The same holds for f, so

Σ_A ∂_A f = −∇f, and therefore Σ_A G_A = −Σ_g w_g ∇f(r_g).

Each point has one parent, which gives

Σ_A M_A = +Σ_g w_g ∇f(r_g).

Finally, a weight whose point travels with its parent depends only on differences of nuclear positions. A common shift leaves it unchanged, and Σ_A Ω_A = 0.

The remaining energy terms are analytic integrals over all space or functions of internuclear distances. Common translation changes neither them nor S, so their gradients, including −Tr W dS, sum to zero. The forces, which are minus the gradients, have these sums:

full response: 0,
points moving, weights frozen: 0,
points and weights frozen: F_net = −Σ_A G_A = Σ_g w_g ∇f(r_g).  (4)

This settles which prescription leaves a net force. It is the one that drops the entire grid response. Omitting the weight derivatives while retaining the motion of the points leaves none, because the weight terms cancel in the sum by themselves.

Equation (4) is the quadrature value of ∫ ∇f dr, an integral that vanishes because f decays at infinity. The net force is thus a pure quadrature error. It can also vanish by symmetry. In a homonuclear diatomic with a mirror-symmetric density and grid, ∂f/∂z takes opposite values at mirror-related points of equal weight, and the sum along the bond is zero on any such grid. The separate forces can still be wrong there by equal and opposite amounts.

**Solution: the fine-grid limit**

The individual forces depend on M_A and Ω_A separately. As the grid is refined,

M_A → ∫ β_A ∇f dr = −∫ f ∇β_A dr,  (5)

by integration by parts. This is finite. It is the precise form of the slab argument, since ∇β_A is large in the region between the atoms.

For the weight part, the change of β_B along a moving point consists of its explicit change at fixed r and, if B = A, the change due to the motion of the point:

Ω_A → Σ_B ∫ f ∂_Aβ_B dr + ∫ f ∇β_A dr.

The first sum contains ∂_A Σ_B β_B = ∂_A 1 = 0. What remains is

Ω_A → ∫ f ∇β_A dr,  (6)

the negative of (5). The two grid terms cancel in the limit, so dropping both is harmless on a sufficiently fine grid. Dropping Ω_A alone leaves the finite error (5) in the gradient of each atom, that is (6) in the force, however fine the grid.

**The numbers for carbon monoxide**

On the coarse grid the z components of the three parts, in hartree/bohr, are

on C: G = −0.808611, M = −1.032225, Ω = +1.023398,
on O: G = +0.815879, M = +1.024957, Ω = −1.023398.

Equation (4) gives

F_net = −(−0.808611 + 0.815879) = −0.007268 hartree/bohr,

or −0.37 eV/Å. A rigid shift of the points at fixed density and weights gives the same value by finite differences. The sum of M over the two atoms is also −0.007268, which cancels the sum of G.

The complete forces on the coarse grid, in hartree/bohr, are

full response: C +0.035495, O −0.035495,
points moving, weights frozen: C +1.058892, O −1.058892,
all frozen: C +0.026667, O −0.033935.

Finite differences of the self-consistent energy give ±0.035494, in agreement with the full response. This tests the whole chain: the matrix (2), the overlap term and the three parts of (3). The three parts were also tested separately, by moving basis functions, points and weights selectively at fixed P.

The frozen-grid error follows from M + Ω. On C it is −1.032225 + 1.023398 = −0.008827, and on O it is 1.024957 − 1.023398 = +0.001559. Relative to the full-response force these are 25 % and 4 %. The net force shows only their sum, not how the error is shared.

A force that is consistent with its energy is not thereby accurate. On the finest grid the full-response force is ±0.031865 hartree/bohr (the last digit is not converged; a different fine grid moves the value by about 5×10⁻⁶), so the coarse full-response values are themselves off by 0.0036. The frozen value on O happens to be closer, off by 0.0021, and the one on C is further away, off by 0.0052. What the full response provides on a coarse grid is the slope of the coarse-grid energy, which is what a geometry optimization or a trajectory needs if energy and force are to match. With frozen-grid forces, an isolated molecule would gain total momentum at the rate F_net.

On the finest grid the frozen forces are +0.031867 and −0.031856, within about 10⁻⁵ hartree/bohr of the full response. With moving points and frozen weights they are ±1.059301, some 33 times too large, and refinement has not helped. There M = −1.027435 and Ω = +1.027436 on C, as (5) and (6) require.

**Comparison of estimate and solution**

For moving points with frozen weights, the slab estimate gave 0.8 to 1.9 hartree/bohr, directed towards the neighbour. The computed error on C is 1.058892 − 0.035495 = 1.023 hartree/bohr, with that direction. The estimate has the right origin, sign and size. Its range reflects the choice of the radius a, and no finer agreement should be read into it.

For the frozen grid, ΔE/ℓ gave 0.001 to 0.007 hartree/bohr, and the computed magnitude is 0.0073, at the upper end. That end belongs to the core length 1/8 bohr, but the agreement does not place the error in the oxygen core. On this grid the net force comes mostly from the small number of polar points. At fixed density it stays near −0.007 hartree/bohr when the radial points are increased to 100, and it falls to about +0.001 when the polar points are increased to 40 instead. With the 20 radial points of the coarse grid, the polar error arises almost wholly in the single shell about 1.6 bohr from each nucleus, in about equal shares from the two atoms. The shares change when the radial grid is refined.

The same estimate can be tried on the intermediate grids. With 30 radial and 10 polar points the energy differs from the finest by 1.8×10⁻⁴ hartree, which predicts 0.2×10⁻³ to 1.4×10⁻³ hartree/bohr; the computed net force is 0.36×10⁻³. With 45 and 16 points the energy difference is only 3×10⁻⁶ hartree, which predicts at most 2.4×10⁻⁵, yet the net force is 1.3×10⁻⁴. The estimate fails there by a factor of five to six; the energy difference is known to one digit only. The cause was not examined. One possibility lies in the construction of the estimate: an error can pass near zero at one position of the grid and still have a sizeable slope. A small energy error does not guarantee a small net force.

The electron count can mislead as well. Its error more than doubles from the coarse grid to the next one, while the net force falls by a factor of twenty. On the coarse grid the count is 14.000068, a relative error of 5×10⁻⁶, while the frozen force on C is wrong by a quarter. The net force is a direct check, and it needs no second grid. It is zero by symmetry in some molecules, and identically zero when the points move with frozen weights, so it can reveal an error but cannot certify its absence.

One condition concerns rotation. The offsets s_g keep their orientation in space when the molecule turns, so E_q is invariant under translation but not, in general, under rotation. Even the full response can therefore leave a net torque on a coarse grid. For a diatomic lying along the symmetry axis of the grid, as here, the forces point along the bond and the torque is zero.

All these numbers concern quadrature within one functional and one basis. They say nothing about the errors of PBE or of 6-31G*. Six Cartesian d functions in place of five spherical ones already lower the converged energy by 2.6×10⁻³ hartree and change the force from ±0.03186 to ±0.03162 hartree/bohr. The remaining values are in the numerical output below.

Table of computed values

```
CO, PBE/6-31G*, C at z = 0, O at z = 2.2 bohr
basis functions: 28, electrons: 14
azimuthal points: 8, radial cutoff: 12 bohr
grid (radial x polar), points, electrons, E (hartree), net Fz frozen
20 x  6   1632   14.000068   -113.179317   -7.268e-03 hartree/bohr
30 x 10   4000   13.999838   -113.180073    3.640e-04 hartree/bohr
45 x 16   9472   13.999997   -113.180245    1.337e-04 hartree/bohr
80 x 24  25344   14.000000   -113.180248    1.084e-05 hartree/bohr
coarse grid, dE_xc/dt along an orbital variation (hartree):
  finite difference      -2.1436641
  first-derivative form  -2.1436641
  local-potential form   -2.1430455
largest element gap between the two forms (hartree):
  coarse 4.11e-03, fine 3.42e-06
element C 2pz - O 2pz (hartree), first-derivative / local:
  coarse 0.238944 / 0.238153
  fine   0.238836 / 0.238837
coarse grid, xc gradient parts dE/dZ on C, O (hartree/bohr):
  basis     -0.808611    0.815879
  motion    -1.032225    1.024957
  weight     1.023398   -1.023398
net Fz from rigid point shift: -0.007268 hartree/bohr
forces Fz on C, on O, sum (hartree/bohr), coarse grid:
  SCF energy difference    0.035494  -0.035494   0.000000
  full grid response       0.035495  -0.035495   0.000000
  points move, w frozen    1.058892  -1.058892   0.000000
  all frozen               0.026667  -0.033935  -0.007268
same on the finest grid:
  full grid response       0.031865  -0.031865   0.000000
  points move, w frozen    1.059301  -1.059301   0.000000
  all frozen               0.031867  -0.031856   0.000011
finest grid, C: motion -1.027435, weight 1.027436, sum 1.32e-06 hartree/bohr
coarse net force, all frozen: -0.3737 eV/angstrom
```
